# Effective penetration depth of a uniform Bragg grating from its phase slope: a numerical check

```python
"""Penetration depth of a uniform lossless Bragg grating.

Result under test:  L_eff = -(1/2) d(phase of r)/d(delta) at delta = 0
                          = tanh(kappa*L) / (2*kappa)
r      amplitude reflection at the front plane, time factor exp(+i*omega*t)
delta  detuning beta - pi/period;  kappa  coupling;  L  grating length
Slow amplitudes: A' = -i delta A - i kappa B,  B' = i delta B + i kappa A.
Internal units: micrometre and picosecond.
The silicon waveguide parameters are rough typical values.
"""
import numpy as np
from scipy.constants import speed_of_light
from scipy.integrate import simpson, solve_ivp
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

C = speed_of_light * 1e-6          # um/ps
PER_CM = 1e4                       # 1/um expressed in 1/cm

wavelength = 1.55                  # um, Bragg wavelength in vacuum
n_eff, n_group = 2.4, 4.2
kappa = 0.01                       # 1/um
periods, gap_periods = 620, 3100
period = wavelength / (2 * n_eff)
length = periods * period
omega_bragg = 2 * np.pi * C / wavelength


def depth_formula(coupling, size):
    return np.tanh(coupling * size) / (2 * coupling)


def depth_from_phase(reflection, center=0.0, step=1e-4):
    """Half the negative phase slope, by central difference."""
    ratio = reflection(center + step) / reflection(center - step)
    return -np.angle(ratio) / (4 * step)


def propagator(delta, coupling, size):
    generator = np.array([[-1j * delta, -1j * coupling],
                          [1j * coupling, 1j * delta]])
    return expm(generator * size)


def r_matrix(delta, coupling=kappa, size=length):
    m = propagator(delta, coupling, size)
    return -m[1, 0] / m[1, 1]


def r_closed(delta):
    g = np.sqrt(complex(kappa**2 - delta**2))
    s, ch = np.sinh(g * length), np.cosh(g * length)
    return -1j * kappa * s / (g * ch + 1j * delta * s)


def r_riccati(delta, drift=0.0):
    """Integrate B/A from the far end; drift = end-to-end detuning change."""
    def slope(z, rho):
        local = delta + drift * (z / length - 0.5)
        return 2j * local * rho + 1j * kappa * (1 + rho**2)
    sol = solve_ivp(slope, (length, 0.0), np.array([0j]), method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[0, -1]


def r_wave_equation(omega, index_amplitude, slices=80):
    """Solve E'' + (omega/c)^2 eps(z) E = 0 without slow amplitudes."""
    index = n_eff + (n_group - n_eff) * (omega - omega_bragg) / omega_bragg
    k0, h = omega / C, period / slices
    cell = np.eye(2)
    for j in range(slices):
        eps = index**2 + 2 * index * index_amplitude * np.cos(
            2 * np.pi * (j + 0.5) / slices)
        k = k0 * np.sqrt(eps)
        layer = np.array([[np.cos(k * h), np.sin(k * h) / k],
                          [-k * np.sin(k * h), np.cos(k * h)]])
        cell = layer @ cell
    total = np.linalg.matrix_power(cell, periods)
    q = k0 * index
    field, derivative = np.linalg.solve(total, np.array([1.0, -1j * q]))
    return (field - 1j * derivative / q) / (field + 1j * derivative / q)


def delay_wave_equation(coupling):
    amplitude = coupling * wavelength / np.pi
    step = 0.01 * coupling * C / n_group
    ratio = (r_wave_equation(omega_bragg + step, amplitude)
             / r_wave_equation(omega_bragg - step, amplitude))
    return -np.angle(ratio) / (2 * step)


# Closed reflection formula against integration, inside and outside the band
for x in (-0.6, 0.0, 0.5, 0.99, 1.7):
    assert abs(r_closed(x * kappa) - r_riccati(x * kappa)) < 1e-7

# Main result against the full wave equation.
# Tolerance: terms of order kappa/beta and slicing are near 1e-3.
table = []
for strength in (0.5, 1.0, 2.0, 4.0):
    coupling = strength / length
    direct = delay_wave_equation(coupling) * C / (2 * n_group)
    formula = depth_formula(coupling, length)
    assert abs(direct / formula - 1) < 3e-3
    table.append((strength, direct, formula))

depth = depth_formula(kappa, length)
delay = 2 * depth * n_group / C
delay_direct = delay_wave_equation(kappa)
assert abs(delay_direct / delay - 1) < 3e-3

# Limits of weak and strong gratings, from propagation matrices
weak = depth_from_phase(lambda d: r_matrix(d, 0.05 / length))
strong = depth_from_phase(lambda d: r_matrix(d, kappa, 8 / kappa))
assert abs(weak / (length / 2) - 1) < 2e-3
assert abs(strong * 2 * kappa - 1) < 1e-3
long_size = 8 / kappa
long_start = np.array([1.0, r_matrix(0.0, kappa, long_size)])
long_forward = abs((propagator(0.0, kappa, 1 / (2 * kappa))
                    @ long_start)[0])**2
assert abs(long_forward - np.exp(-1)) < 1e-3

# Stored energy per unit incident power, times group velocity
z_grid = np.linspace(0, length, 401)
start = np.array([1.0, r_matrix(0.0)])
fields = np.array([propagator(0.0, kappa, z) @ start for z in z_grid])
stored = simpson(np.sum(abs(fields)**2, axis=1), x=z_grid)
assert abs(stored / (2 * depth) - 1) < 1e-6
forward_at_depth = abs((propagator(0.0, kappa, depth) @ start)[0])**2

# Cubic departure of the phase from its tangent
T = np.tanh(kappa * length)
cubic = T / 2 - kappa * length * (1 - T**2) / 2 - T**3 / 3


def phase_drop(x):
    return -np.angle(r_matrix(x * kappa) / r_matrix(0.0))


cubic_direct = (phase_drop(0.05) - T * 0.05) / 0.05**3
assert abs(cubic_direct / cubic - 1) < 0.01

# Weak loss enters as an imaginary part of the detuning
loss_db_cm = 3.0
alpha = loss_db_cm * np.log(10) / 10 / PER_CM
R0 = abs(r_matrix(0.0))**2
R_loss = abs(r_matrix(-0.5j * alpha))**2
assert abs(-np.log(R_loss / R0) / (2 * alpha * depth) - 1) < 0.01
depth_loss = depth_from_phase(lambda d: r_matrix(d - 0.5j * alpha))

# Cavity of two gratings: locate the first transmission peak above Bragg.
# The spectrum is symmetric in detuning, so the spacing is twice its position.
gap = gap_periods * period


def cavity_transmission(delta):
    grating = propagator(delta, kappa, length)
    total = grating @ propagator(delta, 0.0, gap) @ grating
    return 1 / abs(total[1, 1])**2


scan = np.linspace(0.2, 0.8, 500) * np.pi / gap
best = int(np.argmax([cavity_transmission(d) for d in scan]))
assert 0 < best < len(scan) - 1
peak = minimize_scalar(lambda d: -cavity_transmission(d), method="bounded",
                       bounds=(scan[best - 1], scan[best + 1]),
                       options={"xatol": 1e-10}).x
assert abs(cavity_transmission(peak) - cavity_transmission(-peak)) < 1e-6
spacing_direct = 2 * peak
spacing_formula = np.pi / (gap + 2 * depth)
assert abs(spacing_direct / spacing_formula - 1) < 2e-3
to_nm = 1e3 * wavelength**2 / (2 * np.pi * n_group)  # detuning to nm

# Neglected effects, with rough typical silicon waveguide values
dn_dT, heating = 2e-4, 5.0                     # 1/K, K
thermal_detuning = 2 * np.pi / wavelength * dn_dT * heating
depth_hot = depth_from_phase(r_matrix, center=thermal_detuning)
width_drift, bragg_per_width = 1.0, 1.0        # nm, nm per nm
drift = width_drift * bragg_per_width / to_nm
depth_drift = depth_from_phase(lambda d: r_riccati(d, drift))
R_drift = abs(r_riccati(0.0, drift))**2
tpa_cm_per_GW, mode_area_um2, power_mW = 0.8, 0.1, 1.0
intensity_GW_cm2 = power_mW * 1e-12 / (mode_area_um2 * 1e-8)
tpa_loss = tpa_cm_per_GW * intensity_GW_cm2    # 1/cm

print("INPUTS (rough typical silicon strip waveguide)")
print(f"Bragg wavelength = {wavelength*1e3:.0f} nm")
print(f"effective index = {n_eff:.1f}, group index = {n_group:.1f}")
print(f"coupling kappa = {kappa*PER_CM:.0f} 1/cm")
print(f"periods: grating {periods}, cavity gap {gap_periods}")
print("RESULTS")
print(f"grating period = {period:.4f} um")
print(f"grating length = {length:.2f} um")
print(f"index amplitude n1 = {kappa*wavelength/np.pi:.5f}")
print(f"kappa/beta = {kappa*period/np.pi:.5f}")
print(f"kappa*L = {kappa*length:.4f}, tanh = {T:.4f}")
print(f"penetration depth = {depth:.2f} um")
print(f"limits: L/2 = {length/2:.2f} um, 1/(2 kappa) = {0.5/kappa:.2f} um")
print(f"peak power reflectance = {R0:.4f}")
print(f"group delay, formula = {delay:.4f} ps")
print(f"group delay, wave equation = {delay_direct:.4f} ps")
print(f"delay if n_eff were used = {2*depth*n_eff/C:.4f} ps")
print(f"stop band |delta|<kappa, full width = {2*kappa*to_nm:.3f} nm")
print(f"stored-energy integral = {stored:.2f} um")
print(f"forward power at penetration depth = {forward_at_depth:.4f}")
print(f"same for kappa*L = 8 at 1/(2 kappa) = {long_forward:.4f}")
print("DEPTH AT FIXED LENGTH: wave equation, formula")
for strength, direct, formula in table:
    print(f"kappa*L = {strength:.1f}: {direct:.2f} um, {formula:.2f} um")
print("PHASE AWAY FROM BRAGG")
print(f"cubic coefficient: formula {cubic:.4f}, direct {cubic_direct:.4f}")
print(f"phase drop at delta=kappa/2: {phase_drop(0.5):.4f} rad")
print(f"tangent at delta=kappa/2: {T*0.5:.4f} rad")
print("CAVITY")
print(f"gap = {gap:.2f} um, gap + 2 depths = {gap+2*depth:.2f} um")
print(f"mode spacing, direct = {spacing_direct*to_nm:.4f} nm")
print(f"mode spacing, formula = {spacing_formula*to_nm:.4f} nm")
print(f"mode spacing, gap alone = {np.pi/gap*to_nm:.4f} nm")
print("NEGLECTED EFFECTS (rough typical inputs)")
print(f"loss {loss_db_cm:.0f} dB/cm = {alpha*PER_CM:.3f} 1/cm")
print(f"reflectance with loss = {R_loss:.4f}")
print(f"relative reflectance drop = {100*(1-R_loss/R0):.3f} %")
print(f"2*alpha*depth = {200*alpha*depth:.3f} %")
print(f"depth with loss = {depth_loss:.2f} um")
print(f"index slope = {dn_dT:.1e} 1/K, heating = {heating:.0f} K")
print(f"thermal Bragg shift = {thermal_detuning*to_nm:.3f} nm")
print(f"thermal detuning/kappa = {thermal_detuning/kappa:.3f}")
print(f"local depth after heating = {depth_hot:.2f} um")
print(f"width drift = {width_drift:.0f} nm end to end")
print(f"Bragg shift per width = {bragg_per_width:.0f} nm/nm")
print(f"drift of detuning/kappa = {drift/kappa:.3f}")
print(f"with drift: depth {depth_drift:.2f} um, reflectance {R_drift:.4f}")
print(f"two-photon coefficient = {tpa_cm_per_GW:.1f} cm/GW")
print(f"mode area = {mode_area_um2:.1f} um2, power = {power_mW:.0f} mW")
print(f"two-photon loss = {tpa_loss:.1e} 1/cm")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS (rough typical silicon strip waveguide)
Bragg wavelength = 1550 nm
effective index = 2.4, group index = 4.2
coupling kappa = 100 1/cm
periods: grating 620, cavity gap 3100
RESULTS
grating period = 0.3229 um
grating length = 200.21 um
index amplitude n1 = 0.00493
kappa/beta = 0.00103
kappa*L = 2.0021, tanh = 0.9642
penetration depth = 48.21 um
limits: L/2 = 100.10 um, 1/(2 kappa) = 50.00 um
peak power reflectance = 0.9296
group delay, formula = 1.3508 ps
group delay, wave equation = 1.3511 ps
delay if n_eff were used = 0.7719 ps
stop band |delta|<kappa, full width = 1.821 nm
stored-energy integral = 96.42 um
forward power at penetration depth = 0.4038
same for kappa*L = 8 at 1/(2 kappa) = 0.3679
DEPTH AT FIXED LENGTH: wave equation, formula
kappa*L = 0.5: 92.52 um, 92.52 um
kappa*L = 1.0: 76.25 um, 76.24 um
kappa*L = 2.0: 48.26 um, 48.25 um
kappa*L = 4.0: 25.02 um, 25.01 um
PHASE AWAY FROM BRAGG
cubic coefficient: formula 0.1129, direct 0.1129
phase drop at delta=kappa/2: 0.4970 rad
tangent at delta=kappa/2: 0.4821 rad
CAVITY
gap = 1001.04 um, gap + 2 depths = 1097.46 um
mode spacing, direct = 0.2606 nm
mode spacing, formula = 0.2606 nm
mode spacing, gap alone = 0.2857 nm
NEGLECTED EFFECTS (rough typical inputs)
loss 3 dB/cm = 0.691 1/cm
reflectance with loss = 0.9235
relative reflectance drop = 0.664 %
2*alpha*depth = 0.666 %
depth with loss = 48.20 um
index slope = 2.0e-04 1/K, heating = 5 K
thermal Bragg shift = 0.369 nm
thermal detuning/kappa = 0.405
local depth after heating = 51.17 um
width drift = 1 nm end to end
Bragg shift per width = 1 nm/nm
drift of detuning/kappa = 1.098
with drift: depth 48.87 um, reflectance 0.9269
two-photon coefficient = 0.8 cm/GW
mode area = 0.1 um2, power = 1 mW
two-photon loss = 8.0e-04 1/cm
ALL CHECKS PASSED
```
